**Minimum of independent lognormal lifetimes and its Gumbel limit**

The program studies \(M=\min T_i\) with \(T_i=\tau e^{\sigma Z_i}\), where \(\tau\) is the median segment life, \(\sigma\) the logarithmic spread and \(Z_i\) are independent standard normal variables. With \(\Phi(-b)=1/n\), \(h=\varphi(b)/\Phi(-b)\), \(t_n=\tau e^{-\sigma b}\) and \(s_n=\sigma t_n/h\), the variable \((M-t_n)/s_n\) tends to the Gumbel law for minima. For 20,000 simulated chips of 1000 segments it asserts agreement with the weakest-link law and rejection of a fitted lognormal; the distances are 0.0056 and 0.0541, against a limit of 0.0138. It also asserts the unequal tail rates for \(n=3\), the bounds on \(h\), the two-term formula for \(b\), and the convergence rates with their common constant 0.240. For a million segments with \(\sigma=0.48\) and \(\tau=1000\) h, the chip median is 98.6 h. The 0.1 % failure time is 56.2 h, against 33.7 h from the Gumbel form, 52.3 h from the Weibull form and 67.1 h from the fitted lognormal. The last lines size the neglected effects, of which a Weibull segment tail is the largest, with a factor of 0.058 on the chip median.

## Numerical verification

```python
"""
Result under test: the minimum M of n independent lognormal lifetimes
T = tau*exp(sigma*Z), Z standard normal, is not lognormal, and
(M - t_n)/s_n tends to the Gumbel law for minima, P(X > x) = exp(-exp(x)).
Symbols: b solves Phi(-b) = 1/n; h = phi(b)/Phi(-b);
t_n = tau*exp(-sigma*b); s_n = sigma*t_n/h; Phi, phi = normal law, density.
Example: low-k interline dielectric under stress, rough typical parameters.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import log_ndtr, ndtr, ndtri, zeta

rng = np.random.default_rng(12345)


def normal_density(z):
    return np.exp(-0.5 * z * z) / np.sqrt(2 * np.pi)


def hazard(y):
    return np.exp(-0.5 * y * y - 0.5 * np.log(2 * np.pi) - log_ndtr(-y))


def centre(log_n):
    return brentq(lambda b: log_ndtr(-b) + log_n, 0.0,
                  np.sqrt(2 * log_n) + 1, xtol=1e-13)


def cdf_min(z, n):
    """Distribution function of the smallest of n standard normals."""
    return -np.expm1(n * log_ndtr(-z))


def quantile_min(q, n):
    return ndtri(-np.expm1(np.log1p(-q) / n))


def gumbel_cdf(x):
    return -np.expm1(-np.exp(x))


def moments_min(n, transform=lambda z: z):
    """Mean, standard deviation, skewness by quadrature of the density."""
    z = np.linspace(-14, 9, 230001)
    w = n * normal_density(z) * np.exp((n - 1) * log_ndtr(-z)) * (z[1] - z[0])
    assert abs(w.sum() - 1) < 1e-6
    v = transform(z)
    mean = np.sum(w * v)
    sd = np.sqrt(np.sum(w * (v - mean) ** 2))
    return mean, sd, np.sum(w * ((v - mean) / sd) ** 3)


def sample_distance(sample, cdf):
    s = np.sort(sample)
    f = cdf(s)
    i = np.arange(1, len(s) + 1)
    return max(np.max(i / len(s) - f), np.max(f - (i - 1) / len(s)))


# ---------- inputs: round values in a rough typical low-k regime ----------
spacing = 35.0          # nm
field = 3.0             # MV/cm, mean stress field
gamma_field = 4.0       # cm/MV, field acceleration of ln(lifetime)
rel_spread = 0.04       # standard deviation of spacing / spacing
tau = 1000.0            # h, median life of one segment
segment_um = 1.0        # um
n = 10**6               # segments per chip
temperature = 398.15    # K
activation = 0.5        # eV
warmer = 5.0            # K
shared_fraction = 0.25  # share of the log-variance common to a chip
use_field = 1.0         # MV/cm
breakdown_field = 6.0   # MV/cm, rough
voltage = 0.1 * field * spacing   # V, since 1 MV/cm = 0.1 V/nm
sigma = gamma_field * field * rel_spread


def log_life(s):
    """ln(lifetime/tau) of a segment of spacing s (nm) at fixed voltage."""
    return -gamma_field * (10 * voltage / s - field)


ds = 1e-3
slope = (log_life(spacing + ds) - log_life(spacing - ds)) / (2 * ds)
assert abs(slope * rel_spread * spacing - sigma) < 1e-6

# ---------- hazard bounds ----------
y = np.linspace(0.1, 30, 3000)
assert np.all(hazard(y) > y) and np.all(hazard(y) < y + 1 / y)

# ---------- finite n: unequal tail rates of ln M, here for n = 3 ----------
mp.mp.dps = 30


def density3(z):
    return 3 * mp.npdf(z) * (mp.erfc(z / mp.sqrt(2)) / 2) ** 2


edge = 30
upper = mp.quad(density3, [30, 30.1, 30.3, 31, 32])
lower = mp.quad(density3, [-33, -31, -30.3, -30.1, -30])
rate_upper = float(-2 * mp.log(upper) / edge**2)
rate_lower = float(-2 * mp.log(lower) / edge**2)
assert abs(rate_upper - 3) < 0.05 and abs(rate_lower - 1) < 0.02

# ---------- direct draws of lifetimes ----------
n_draw, chips = 1000, 20000
minima = np.concatenate([
    np.min(tau * np.exp(sigma * rng.standard_normal((2000, n_draw))), axis=1)
    for _ in range(chips // 2000)])
z_draw = np.log(minima / tau) / sigma
limit_ks = 1.95 / np.sqrt(chips)   # about the 0.1 % level of the KS test
ks_exact = sample_distance(z_draw, lambda z: cdf_min(z, n_draw))
ks_lognormal = sample_distance(
    z_draw, lambda z: ndtr((z - z_draw.mean()) / z_draw.std()))
assert ks_exact < limit_ks
assert ks_lognormal > 2 * limit_ks

# ---------- convergence and its rate at very large n ----------
x = np.linspace(-12, 4, 16001)
rate_constant = 0.5 * np.max(x**2 * np.exp(x - np.exp(x)))
scaled = []
for b_big in (20.0, 80.0, 320.0):
    hb = hazard(b_big)
    row = [b_big, -log_ndtr(-b_big) / np.log(10)]
    for u, factor in ((np.log1p(sigma * x / hb) / sigma, hb / sigma),
                      (x / hb, hb**2)):
        log_np = log_ndtr(-b_big + u) - log_ndtr(-b_big)
        distance = np.max(np.abs(gumbel_cdf(log_np) - gumbel_cdf(x)))
        row += [distance, distance * factor]
    scaled.append(row)
assert scaled[0][2] > scaled[1][2] > scaled[2][2]
assert abs(scaled[2][3] / rate_constant - 1) < 0.02
assert abs(scaled[2][5] / rate_constant - 1) < 0.02

# ---------- explicit centring ----------
good, crude = [], []
for log_n in (np.log(n), 1e2, 1e3, 1e4):
    root = np.sqrt(2 * log_n)
    b_true = centre(log_n)
    b_formula = root - (np.log(log_n) + np.log(4 * np.pi)) / (2 * root)
    good.append(b_true * abs(b_formula - b_true))
    crude.append(b_true * (root - b_true))
    if len(good) == 1:
        b_explicit = b_formula
assert np.all(np.diff(good) < 0) and good[-1] < 0.01
assert np.all(np.diff(crude) > 0)

# ---------- worked example ----------
b = centre(np.log(n))
h = hazard(b)
t_n = tau * np.exp(-sigma * b)
s_n = sigma * t_n / h
shape = h / sigma
dz = 1e-4
local_shape = (np.log(-n * log_ndtr(b - dz)) - np.log(-n * log_ndtr(b + dz))
               ) / (2 * dz * sigma)
assert abs(local_shape / shape - 1) < 1e-4
shapes = [hazard(centre(np.log(m))) / sigma for m in (1e3, 1e6, 1e9)]
assert shapes[0] < shapes[1] < shapes[2]

mean_z, sd_z, skew_log = moments_min(n)
skew_time = moments_min(n, lambda z: np.exp(sigma * z))[2]
skews = [moments_min(m)[2] for m in (1e3, 1e6, 1e12)]
skew_gumbel = -12 * np.sqrt(6) * zeta(3) / np.pi**3
assert 0 > skews[0] > skews[1] > skews[2] > skew_gumbel

table = []
for q in (0.5, 0.01, 0.001):
    g = np.log(-np.log1p(-q))
    table.append((q, tau * np.exp(sigma * quantile_min(q, n)), t_n + s_n * g,
                  t_n * np.exp(g / shape),
                  tau * np.exp(sigma * (mean_z + sd_z * ndtri(q)))))
assert table[2][2] < table[2][3] < table[2][1] < table[2][4]
median = table[0][1]
negative_prob = gumbel_cdf(-t_n / s_n)

xg = np.linspace(-10, 4, 14001)
z_g = -b + np.log1p(sigma * xg / h) / sigma
d_gumbel = np.max(np.abs(cdf_min(z_g, n) - gumbel_cdf(xg)))
d_weibull = np.max(np.abs(cdf_min(-b + xg / h, n) - gumbel_cdf(xg)))
zz = np.linspace(-8, -3, 50001)
d_lognormal = np.max(np.abs(cdf_min(zz, n) - ndtr((zz - mean_z) / sd_z)))
assert d_weibull < d_gumbel < d_lognormal

# ---------- neglected effects, as factors on the chip median ----------
z_med = quantile_min(0.5, n)
s_weak = spacing * (1 + rel_spread * z_med)
weak_field = 10 * voltage / s_weak
factor_curvature = tau * np.exp(log_life(s_weak)) / median

beta = np.pi / (np.sqrt(6) * sigma)
factor_weibull = tau * n ** (-1 / beta) / median
units = tau * (rng.exponential(size=(4000, n_draw)) / np.log(2)) ** (1 / beta)
assert abs(np.std(np.log(units)) - sigma) < 0.005
assert abs(np.log(np.median(units.min(axis=1)) / tau)
           + np.log(n_draw) / beta) < 0.05

s_common = sigma * np.sqrt(shared_fraction)
s_within = sigma * np.sqrt(1 - shared_fraction)
c = np.linspace(-8, 8, 1601)
wc = normal_density(c) * (c[1] - c[0])


def shared_cdf(log_t, m):
    return float(np.sum(wc * cdf_min((log_t - s_common * c) / s_within, m)))


shared_draw = s_common * rng.standard_normal(chips) + s_within * z_draw
assert sample_distance(shared_draw, lambda a: np.array(
    [shared_cdf(v, n_draw) for v in a])) < limit_ks
shared_q = [tau * np.exp(brentq(lambda a: shared_cdf(a, n) - q, -8, 2))
            for q in (0.5, 0.001)]

m10, sd10, _ = moments_min(10)
factor_unit = tau * np.exp(
    sigma * (m10 + sd10 * quantile_min(0.5, n // 10))) / median
k_ev = constants.k / constants.e
factor_warm = np.exp(activation / k_ev
                     * (1 / (temperature + warmer) - 1 / temperature))
sigma_use = gamma_field * use_field * rel_spread

# ---------- output ----------
print(f"spacing {spacing:.0f} nm, spread {100*rel_spread:.0f} %, "
      f"voltage {voltage:.1f} V")
print(f"mean field {field:.1f} MV/cm, acceleration {gamma_field:.1f} cm/MV")
print(f"temperature {temperature:.2f} K, activation {activation:.2f} eV")
print(f"segment {segment_um:.0f} um, median life {tau:.0f} h, n = {n}")
print(f"total line length {n*segment_um*1e-6:.1f} m")
print(f"sigma of ln(life) {sigma:.3f}")
print(f"b_n {b:.4f}, explicit formula {b_explicit:.4f}")
print(f"sqrt(2 ln n) {np.sqrt(2*np.log(n)):.4f}, h_n {h:.4f}")
print(f"centre t_n {t_n:.2f} h, scale s_n {s_n:.3f} h")
print(f"log-width sigma/h_n {sigma/h:.4f}, Weibull shape {shape:.2f}")
print("Weibull shape at n=1e3,1e6,1e9: "
      + ", ".join(f"{v:.2f}" for v in shapes))
print("chip life quantiles in h: exact, Gumbel, Weibull, lognormal fit")
for q, *values in table:
    print(f"  {100*q:.1f} %: " + ", ".join(f"{v:.2f}" for v in values))
print(f"exact chip median {median/24:.3f} days")
print(f"chip median / segment median {median/tau:.4f}")
print(f"Gumbel probability of negative life {negative_prob:.2e}")
print("largest CDF error at n=1e6:")
print(f"  Gumbel {d_gumbel:.4f}, Weibull {d_weibull:.4f}, "
      f"lognormal fit {d_lognormal:.4f}")
print(f"skewness at n=1e6: ln M {skew_log:.3f}, M {skew_time:.3f}")
print("skewness of ln M at n=1e3,1e6,1e12: "
      + ", ".join(f"{v:.3f}" for v in skews))
print(f"skewness of Gumbel law for minima {skew_gumbel:.4f}")
print(f"n=3 tail rates at |z|={edge}: upper {rate_upper:.3f}, "
      f"lower {rate_lower:.3f}")
print(f"draws: {chips} chips of {n_draw} segments")
print(f"  KS distance: exact law {ks_exact:.4f}, "
      f"lognormal fit {ks_lognormal:.4f}")
print(f"  KS rejection limit {limit_ks:.4f}")
print(f"rate constant C {rate_constant:.4f}")
print("b, log10 n, error(M), error*h/sigma, error(ln M), error*h^2")
for r in scaled:
    print(f"  {r[0]:.0f}, {r[1]:.1f}, {r[2]:.3e}, {r[3]:.4f}, "
          f"{r[4]:.3e}, {r[5]:.4f}")
print("b_n*|centring error| at ln n = 13.8, 1e2, 1e3, 1e4:")
print("  two terms: " + ", ".join(f"{v:.4f}" for v in good))
print("  one term: " + ", ".join(f"{v:.3f}" for v in crude))
print("neglected effects, factor on chip median:")
print(f"  field curvature {factor_curvature:.3f}")
print(f"  Weibull segments, shape {beta:.3f}: {factor_weibull:.4f}")
print(f"  shared spread, {100*shared_fraction:.0f} % of variance: "
      f"{shared_q[0]/median:.3f}")
print(f"    same, on 0.1 % quantile: {shared_q[1]/table[2][1]:.3f}")
print(f"  lognormal placed at 10 um {factor_unit:.3f}")
print(f"  chip {warmer:.0f} K warmer {factor_warm:.3f}")
print(f"use field {use_field:.1f} MV/cm: sigma {sigma_use:.3f}, "
      f"chip/segment median {np.exp(sigma_use*z_med):.3f}")
print(f"weakest segment (median chip): spacing {s_weak:.2f} nm, "
      f"field {weak_field:.2f} MV/cm")
print(f"  fraction of rough breakdown field {breakdown_field:.0f} MV/cm: "
      f"{weak_field/breakdown_field:.2f}")
print("finished without a failed check")
```

Running it gives:

```
spacing 35 nm, spread 4 %, voltage 10.5 V
mean field 3.0 MV/cm, acceleration 4.0 cm/MV
temperature 398.15 K, activation 0.50 eV
segment 1 um, median life 1000 h, n = 1000000
total line length 1.0 m
sigma of ln(life) 0.480
b_n 4.7534, explicit formula 4.7660
sqrt(2 ln n) 5.2565, h_n 4.9483
centre t_n 102.12 h, scale s_n 9.906 h
log-width sigma/h_n 0.0970, Weibull shape 10.31
Weibull shape at n=1e3,1e6,1e9: 7.01, 10.31, 12.83
chip life quantiles in h: exact, Gumbel, Weibull, lognormal fit
  50.0 %: 98.57, 98.49, 98.55, 96.89
  1.0 %: 67.65, 56.55, 65.36, 73.45
  0.1 %: 56.20, 33.70, 52.25, 67.07
exact chip median 4.107 days
chip median / segment median 0.0986
Gumbel probability of negative life 3.33e-05
largest CDF error at n=1e6:
  Gumbel 0.0331, Weibull 0.0091, lognormal fit 0.0609
skewness at n=1e6: ln M -0.945, M -0.521
skewness of ln M at n=1e3,1e6,1e12: -0.786, -0.945, -1.037
skewness of Gumbel law for minima -1.1395
n=3 tail rates at |z|=30: upper 3.029, lower 1.007
draws: 20000 chips of 1000 segments
  KS distance: exact law 0.0056, lognormal fit 0.0541
  KS rejection limit 0.0138
rate constant C 0.2401
b, log10 n, error(M), error*h/sigma, error(ln M), error*h^2
  20, 88.6, 6.394e-03, 0.2671, 5.942e-04, 0.2389
  80, 1392.0, 1.481e-03, 0.2469, 3.749e-05, 0.2400
  320, 22238.8, 3.627e-04, 0.2418, 2.345e-06, 0.2401
b_n*|centring error| at ln n = 13.8, 1e2, 1e3, 1e4:
  two terms: 0.0598, 0.0188, 0.0037, 0.0006
  one term: 2.391, 3.523, 4.712, 5.870
neglected effects, factor on chip median:
  field curvature 0.574
  Weibull segments, shape 2.672: 0.0576
  shared spread, 25 % of variance: 1.347
    same, on 0.1 % quantile: 1.020
  lognormal placed at 10 um 1.425
  chip 5 K warmer 0.835
use field 1.0 MV/cm: sigma 0.160, chip/segment median 0.462
weakest segment (median chip): spacing 28.24 nm, field 3.72 MV/cm
  fraction of rough breakdown field 6 MV/cm: 0.62
finished without a failed check
```
